# Band-gap bowing in three steps and from two-level anticrossing: a numerical check

```python
"""Band-gap bowing: three-step decomposition and two-level band anticrossing.

Results under test
  E(x) = (1-x) E_A + x E_B - b x (1-x),  b = b_VD + b_CE + b_SR
  VD: strain AC and BC to the alloy bond length; CE: mix without relaxation;
  SR: relax the atoms. Each part is compared with a perturbation formula.
  Anticrossing: E_minus = E_M + (D - sqrt(D^2 + 4 V^2 x))/2, D = E_N - E_M,
  whose bowing is giant and varies on the scale x_c = D^2/(4 V^2).
Regular alloy: sp3 nearest-neighbour tight binding, hoppings eta/d^2 (hartree,
d in bohr), CuAu-type ordered cell A, B, C1, C2 at its zone centre.
Energies in eV, lengths in bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import least_squares

HARTREE = physical_constants["Hartree energy in eV"][0]
ETA_SS, ETA_SP, ETA_PPS, ETA_PPP = -1.4, 1.8, 3.2, -0.8
CATION = np.array([-11.5, -5.5])      # s and p levels
ANION_A = np.array([-19.0, -9.0])
ANION_B = np.array([-17.0, -8.0])
D_A, D_B = 4.5, 4.9                   # natural bond lengths
BETA_OVER_ALPHA = 0.2                 # Keating bending / stretching

# bonds: anion index, cation index, direction from anion to cation
UP = [(1, 1, 1), (-1, -1, 1)]
DOWN = [(1, -1, -1), (-1, 1, -1)]
BONDS = ([(0, 2, v) for v in UP] + [(0, 3, v) for v in DOWN]
         + [(1, 3, v) for v in UP] + [(1, 2, v) for v in DOWN])


def bond_vectors(d, disp):
    return [(i, j, d * np.array(v) / np.sqrt(3) + disp[j] - disp[i])
            for i, j, v in BONDS]


def cation_shift(w):
    disp = np.zeros((4, 3))
    disp[2, 2], disp[3, 2] = w, -w
    return disp


def hamiltonian(anion1, anion2, d, w=0.0):
    h = np.zeros((16, 16))
    for k, lev in enumerate([anion1, anion2, CATION, CATION]):
        h[4*k:4*k+4, 4*k:4*k+4] = np.diag([lev[0], lev[1], lev[1], lev[1]])
    for i, j, r in bond_vectors(d, cation_shift(w)):
        length = np.linalg.norm(r)
        c = r / length
        block = np.zeros((4, 4))
        block[0, 0] = ETA_SS
        block[0, 1:] = c * ETA_SP
        block[1:, 0] = -c * ETA_SP
        block[1:, 1:] = np.outer(c, c)*(ETA_PPS-ETA_PPP) + np.eye(3)*ETA_PPP
        block *= HARTREE / length**2
        h[4*i:4*i+4, 4*j:4*j+4] += block
        h[4*j:4*j+4, 4*i:4*i+4] += block.T
    return h


def gap(anion1, anion2, d, w=0.0):
    e = np.linalg.eigvalsh(hamiltonian(anion1, anion2, d, w))
    return e[8] - e[5:8].mean()


def gap_formula(anion, d):
    """Closed-form zone-centre gap and its first two derivatives in d."""
    mean = (anion + CATION) / 2
    half = (CATION - anion) / 2
    k = 4*HARTREE/d**2 * np.array([ETA_SS, (ETA_PPS + 2*ETA_PPP)/3])
    root = np.sqrt(half**2 + k**2)
    value = mean[0] - mean[1] + root.sum()
    first = (-2*k**2/(d*root)).sum()
    second = ((10*k**2/root - 4*k**4/root**3)/d**2).sum()
    return value, first, second


# pure compounds: closed form against diagonalization
for anion, d in [(ANION_A, D_A), (ANION_B, D_B)]:
    val, first, second = gap_formula(anion, d)
    step = 1e-3
    gm, g0, gp = [gap(anion, anion, d + q*step) for q in (-1, 0, 1)]
    assert abs(val - g0) < 1e-9
    assert abs(first - (gp - gm)/(2*step)) < 1e-5
    assert abs(second - (gp - 2*g0 + gm)/step**2) < 1e-4

# volume deformation
EA, EA1, EA2 = gap_formula(ANION_A, D_A)
EB, EB1, EB2 = gap_formula(ANION_B, D_B)
DD = D_B - D_A


def bowing_vd(x):
    d = (1-x)*D_A + x*D_B
    change = ((1-x)*(gap(ANION_A, ANION_A, d) - gap(ANION_A, ANION_A, D_A))
              + x*(gap(ANION_B, ANION_B, d) - gap(ANION_B, ANION_B, D_B)))
    return -change/(x*(1-x))


b_vd = bowing_vd(0.5)
b_vd_formula = DD*(EB1 - EA1) - DD**2*(EA2 + EB2)/4
b_vd_dilute = -(DD*EA1 + gap_formula(ANION_B, D_A)[0] - EB)
assert abs(b_vd - b_vd_formula) < 0.01      # third order in mismatch left out
assert abs(bowing_vd(1e-4) - b_vd_dilute) < 1e-3


# Keating relaxation: all twelve coordinates free, cell fixed
def relax(d1, d2):
    d0 = [d1, d2]

    def residuals(flat):
        bonds = bond_vectors((d1+d2)/2, flat.reshape(4, 3))
        out = [np.sqrt(3/8)/d0[i]*(r @ r - d0[i]**2) for i, j, r in bonds]
        for atom in range(4):
            near = [(d0[i], r) for i, j, r in bonds if atom in (i, j)]
            for p in range(4):
                for q in range(p):
                    prod = near[p][0]*near[q][0]
                    out.append(np.sqrt(3*BETA_OVER_ALPHA/8/prod)
                               * (near[p][1] @ near[q][1] + prod/3))
        return np.array(out)

    sol = least_squares(residuals, np.zeros(12), jac="3-point",
                        xtol=1e-12, ftol=1e-14, gtol=1e-12)
    disp = sol.x.reshape(4, 3)
    disp = disp - disp.mean(axis=0)
    w = (disp[2, 2] - disp[3, 2])/2
    assert np.abs(disp - cation_shift(w)).max() < 1e-4
    return w


def shift_formula(d1, d2):
    return np.sqrt(3)*(d1-d2)/2/(1 + 2*BETA_OVER_ALPHA)


w_relaxed = relax(D_A, D_B)
w_linear = shift_formula(D_A, D_B)
assert abs(w_relaxed/w_linear - 1) < 0.03    # finite mismatch
assert abs(relax(4.69, 4.71)/shift_formula(4.69, 4.71) - 1) < 1e-3

# charge exchange and structural relaxation at x = 1/2
d_mid = (D_A + D_B)/2
mean_anion = (ANION_A + ANION_B)/2
half_diff = (ANION_A - ANION_B)/2
mean_gap = (gap(ANION_A, ANION_A, d_mid) + gap(ANION_B, ANION_B, d_mid))/2
gap_vca = gap(mean_anion, mean_anion, d_mid)
gap_unrelaxed = gap(ANION_A, ANION_B, d_mid)
gap_relaxed = gap(ANION_A, ANION_B, d_mid, w_relaxed)
b_ce = -4*(gap_unrelaxed - mean_gap)
b_sr = -4*(gap_relaxed - gap_unrelaxed)
b_total = 4*((EA + EB)/2 - gap_relaxed)
assert abs(b_total - b_vd - b_ce - b_sr) < 1e-9

h0 = hamiltonian(mean_anion, mean_anion, d_mid)
level_op = hamiltonian(mean_anion+half_diff, mean_anion-half_diff, d_mid) - h0
hp = hamiltonian(mean_anion, mean_anion, d_mid, 1e-3)
hm = hamiltonian(mean_anion, mean_anion, d_mid, -1e-3)
force_op, curve_op = (hp - hm)/2e-3, (hp + hm - 2*h0)/1e-6
energies, states = np.linalg.eigh(h0)
GROUPS = [([8], 1.0), ([5, 6, 7], -1/3)]


def second_order(p, r):
    p, r = states.T @ p @ states, states.T @ r @ states
    return sum(weight*p[n, m]*r[n, m]/(energies[n] - energies[m])
               for group, weight in GROUPS for n in group
               for m in range(16) if m not in group)


def first_order(p):
    p = states.T @ p @ states
    return sum(weight*p[n, n] for group, weight in GROUPS for n in group)


q_dd = second_order(level_op, level_op)
q_df = second_order(level_op, force_op)
q_ff = second_order(force_op, force_op) + first_order(curve_op)/2


def pert_error(scale, w):
    exact = gap(mean_anion + scale*half_diff, mean_anion - scale*half_diff,
                d_mid, scale*w)
    return exact - gap_vca - scale**2*(q_dd + 2*w*q_df + w*w*q_ff)


# odd orders vanish: halving the perturbation cuts the error about 16 times
for w in (0.0, w_relaxed):
    assert abs(pert_error(0.5, w)/pert_error(0.25, w)) > 10
b_ce_vca, b_ce_mix = -4*(gap_vca - mean_gap), -4*q_dd
b_sr_cross = -8*w_relaxed*q_df
b_sr_square = -4*w_relaxed**2*q_ff

# two-level anticrossing, round parameters
GAP_HOST, GAP_END, DELTA, V = 1.5, 3.2, 0.25, 2.5


def lower(delta, v, x):
    return (delta - np.sqrt(delta**2 + 4*v*v*x))/2


def diag_two(x):
    c = V*np.sqrt(x)
    return GAP_HOST + np.linalg.eigvalsh([[0, c], [c, DELTA]])[0]


def half_curvature(x):
    return V**4/(DELTA**2 + 4*V*V*x)**1.5


def chord(x):
    s = np.sqrt(DELTA**2 + 4*V*V*x)
    return (GAP_END - GAP_HOST + 2*V*V/(s + DELTA))/(1-x)


# many local levels coupled to one edge state
n_imp, n_sites = 8, 1000
star = np.diag([0.0] + [DELTA]*n_imp)
star[0, 1:] = star[1:, 0] = V/np.sqrt(n_sites)
spec = np.linalg.eigvalsh(star)
assert abs(spec[0] - lower(DELTA, V, n_imp/n_sites)) < 1e-10
assert np.sum(np.abs(spec - DELTA) < 1e-10) == n_imp - 1
for x in (0.005, 0.01, 0.04):
    hx = 1e-4
    em, e0, ep = diag_two(x-hx), diag_two(x), diag_two(x+hx)
    slope = -V*V/np.sqrt(DELTA**2 + 4*V*V*x)
    assert abs((ep-em)/(2*hx)/slope - 1) < 1e-3
    assert abs((ep-2*e0+em)/(2*hx**2)/half_curvature(x) - 1) < 5e-3
    direct = ((1-x)*GAP_HOST + x*GAP_END - e0)/(x*(1-x))
    assert abs(direct - chord(x)) < 1e-8
hx = 1e-5
curv0 = (diag_two(2*hx) - 2*diag_two(hx) + diag_two(0))/(2*hx**2)
assert abs(curv0/half_curvature(0) - 1) < 0.02   # forward difference

# lattice test: cubic host band, local levels attached to single sites
T_HOP, V0, DELTA0 = 4.0, 2.5, 0.65


def lattice_lowest(size, sites):
    ring = np.roll(np.eye(size), 1, axis=0)
    ring = 2*np.eye(size) - ring - ring.T
    one = np.eye(size)
    host = T_HOP*(np.kron(np.kron(ring, one), one)
                  + np.kron(np.kron(one, ring), one)
                  + np.kron(np.kron(one, one), ring))
    m, n = size**3, len(sites)
    h = np.zeros((m+n, m+n))
    h[:m, :m] = host
    for k, site in enumerate(sites):
        h[m+k, m+k] = DELTA0
        h[m+k, site] = h[site, m+k] = V0
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


def dressed(size):
    c = 2*T_HOP*(1 - np.cos(2*np.pi*np.arange(size)/size))
    band = (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()[1:]
    s1, s2 = (1/band).sum()/size**3, (1/band**2).sum()/size**3
    z = 1/(1 + V0**2*s2)
    return z*(DELTA0 - V0**2*s1), V0*np.sqrt(z)


lattice_rows = []
for size in (4, 6, 8):
    x = 1/size**3
    exact = lattice_lowest(size, [0])
    delta_s, v_s = dressed(size)
    model, bare = lower(delta_s, v_s, x), lower(DELTA0, V0, x)
    assert abs(exact - model) < 1e-3 and abs(exact - bare) > 0.01
    lattice_rows.append((size, x, delta_s, v_s, exact, model, bare))
rng = np.random.default_rng(5)
random_low = np.array([lattice_lowest(10, rng.choice(1000, 8, replace=False))
                       for _ in range(6)])
random_model = lower(*dressed(10), 0.008)
assert abs(random_low.mean() - random_model) < 0.05  # N-N interaction left out

print("REGULAR ALLOY, x = 1/2")
print(f"hopping eta ss, sp, pp-sigma, pp-pi: {ETA_SS} {ETA_SP} {ETA_PPS} {ETA_PPP}")
print(f"levels s,p (eV): C {CATION}, A {ANION_A}, B {ANION_B}")
print(f"bond lengths AC, BC, alloy (bohr): {D_A} {D_B} {d_mid:.2f}")
print(f"natural gaps AC, BC: {EA:.4f} {EB:.4f} eV")
print(f"dE/dd AC, BC: {EA1:.4f} {EB1:.4f} eV/bohr")
print(f"d2E/dd2 AC, BC: {EA2:.4f} {EB2:.4f} eV/bohr^2")
print(f"mean of strained gaps: {mean_gap:.4f} eV")
print(f"averaged-crystal gap: {gap_vca:.4f} eV")
print(f"unrelaxed, relaxed alloy gap: {gap_unrelaxed:.4f} {gap_relaxed:.4f} eV")
print(f"Keating beta/alpha: {BETA_OVER_ALPHA}")
print(f"cation shift w minimized, linear: {w_relaxed:.4f} {w_linear:.4f} bohr")
print(f"b_VD diagonalized, formula: {b_vd:.4f} {b_vd_formula:.4f} eV")
print(f"b_VD at x=0.01, limit x->0: {bowing_vd(0.01):.4f} {b_vd_dilute:.4f} eV")
print(f"b_CE diagonalized, formula: {b_ce:.4f} {b_ce_vca+b_ce_mix:.4f} eV")
print(f"  averaging part, mixing part: {b_ce_vca:.4f} {b_ce_mix:.4f} eV")
print(f"b_SR diagonalized, formula: {b_sr:.4f} {b_sr_cross+b_sr_square:.4f} eV")
print(f"  cross part, square part: {b_sr_cross:.4f} {b_sr_square:.4f} eV")
print(f"b total: {b_total:.4f} eV = {b_total/HARTREE:.5f} hartree")
print("ANTICROSSING")
print(f"host gap, end gap, Delta, V: {GAP_HOST} {GAP_END} {DELTA} {V} eV")
print(f"x_c: {DELTA**2/(4*V*V):.4f}; initial slope: {-V*V/DELTA:.2f} eV")
for x in (0.0, 0.0025, 0.01, 0.02, 0.04):
    print(f"x={x:.4f}: gap {diag_two(x):.4f}, chord b {chord(x):.2f}, "
          f"half-curvature {half_curvature(x):.1f} eV")
parabola = 0.96*GAP_HOST + 0.04*GAP_END - chord(0.01)*0.04*0.96
print(f"gap at x=0.04 from parabola fixed at x=0.01: {parabola:.4f} eV")
print(f"chord b at x=0.01: {chord(0.01)/HARTREE:.4f} hartree")
print("LATTICE TEST, energies from host edge in eV")
print(f"hopping, bare V0, bare Delta0: {T_HOP} {V0} {DELTA0} eV")
for size, x, ds, vs, ex, mo, ba in lattice_rows:
    print(f"L={size} x={x:.5f}: Delta* {ds:.4f}, V* {vs:.4f}, exact {ex:.4f}, "
          f"dressed {mo:.4f}, bare {ba:.4f}")
print(f"random, L=10, x=0.008, 6 samples: mean {random_low.mean():.4f}, "
      f"std {random_low.std(ddof=1):.4f}, dressed {random_model:.4f}")
print("PASS")
```

Printed output:

```
REGULAR ALLOY, x = 1/2
hopping eta ss, sp, pp-sigma, pp-pi: -1.4 1.8 3.2 -0.8
levels s,p (eV): C [-11.5  -5.5], A [-19.  -9.], B [-17.  -8.]
bond lengths AC, BC, alloy (bohr): 4.5 4.9 4.70
natural gaps AC, BC: 3.7664 2.1386 eV
dE/dd AC, BC: -4.0809 -3.2536 eV/bohr
d2E/dd2 AC, BC: 3.1165 2.2208 eV/bohr^2
mean of strained gaps: 2.9227 eV
averaged-crystal gap: 2.9015 eV
unrelaxed, relaxed alloy gap: 2.8999 2.7475 eV
Keating beta/alpha: 0.2
cation shift w minimized, linear: -0.2473 -0.2474 bohr
b_VD diagonalized, formula: 0.1194 0.1174 eV
b_VD at x=0.01, limit x->0: 0.1315 0.1317 eV
b_CE diagonalized, formula: 0.0912 0.0917 eV
  averaging part, mixing part: 0.0848 0.0069 eV
b_SR diagonalized, formula: 0.6093 0.6543 eV
  cross part, square part: 0.4445 0.2098 eV
b total: 0.8199 eV = 0.03013 hartree
ANTICROSSING
host gap, end gap, Delta, V: 1.5 3.2 0.25 2.5 eV
x_c: 0.0025; initial slope: -25.00 eV
x=0.0000: gap 1.5000, chord b 26.70, half-curvature 2500.0 eV
x=0.0025: gap 1.4482, chord b 22.47, half-curvature 883.9 eV
x=0.0100: gap 1.3455, chord b 17.32, half-curvature 223.6 eV
x=0.0200: gap 1.2500, chord b 14.49, half-curvature 92.6 eV
x=0.0400: gap 1.1096, chord b 11.94, half-curvature 35.7 eV
gap at x=0.04 from parabola fixed at x=0.01: 0.9028 eV
chord b at x=0.01: 0.6366 hartree
LATTICE TEST, energies from host edge in eV
hopping, bare V0, bare Delta0: 4.0 2.5 0.65 eV
L=4 x=0.01562: Delta* 0.3346, V* 2.4752, exact -0.1844, dressed -0.1844, bare -0.1259
L=6 x=0.00463: Delta* 0.3048, V* 2.4649, exact -0.0742, dressed -0.0742, bare -0.0418
L=8 x=0.00195: Delta* 0.2883, V* 2.4548, exact -0.0363, dressed -0.0363, bare -0.0183
random, L=10, x=0.008, 6 samples: mean -0.1199, std 0.0035, dressed -0.1202
PASS
```
